# Origin and limits of the Lany–Zunger image-charge prefactor in supercells

A supercell calculation of a charged defect needs a decision before its formation energy can be used: is the first-order image correction added in full, or reduced to about two thirds as in the Lany–Zunger form, and which potential alignment goes with the choice? For a doubly charged vacancy in a 1.2 nm cell of an oxide with permittivity 12, the two corrections differ by about 0.2 eV. The theorem below shows where the reduction comes from, and why it needs a particular alignment to give the right energy.

## Setting

Formulas use Gaussian-type atomic units, in which two charges in vacuum interact with energy $q_1q_2/r$. The cell is a cube of edge $L$, and the assumptions are these.

1. The host is a linear, homogeneous, isotropic insulator with permittivity $\varepsilon$ at every wavevector.
2. The defect is a point charge $q$ at the cell centre. No carriers leave it for a band.
3. A uniform background $-q/L^3$ neutralizes the cell, and the electrostatic potential has zero average.

Let $\psi$ be the zero-average potential of unit charges on the lattice with their background in vacuum:

$$\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1{L^3}\Big].$$

Near the origin, $\psi-1/r$ has Laplacian $4\pi/L^3$. Since $\nabla^2r^2=6$, one particular solution is $2\pi r^2/(3L^3)$. The remainder is harmonic for $r<L$ and has full cubic symmetry, so it contains a constant and angular terms with $l\ge4$. Hence

$$\psi=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+(l\ge4).\tag{1}$$

This defines the lattice constant $\alpha=2.8373$. Corrections are quantities *added* to the supercell energy: $E_{\rm corr}=E_{\rm iso}-E_{\rm per}$.

## Theorem

Under assumptions 1–3:

**(i)** The defect and polarization charge, without the background, has second moment
$$Q=\int_{\rm cell}\rho\,r^2\,d^3r=\frac{qL^2}{4}\Big(1-\frac1\varepsilon\Big).$$

**(ii)** If this $Q$ is put into the third-order term $-2\pi qQ/(3\varepsilon L^3)$ of the Makov–Payne expansion, the term scales as $1/L$, and the first and third orders add up to
$$E_{\rm LZ}=\Big[1-\frac{\pi}{3\alpha}\Big(1-\frac1\varepsilon\Big)\Big]\frac{\alpha q^2}{2\varepsilon L}.\tag{2}$$

**(iii)** The image correction of the model is nevertheless the unreduced
$$E_{\rm corr}=\frac{\alpha q^2}{2\varepsilon L}.\tag{3}$$

**(iv)** The difference $E_{\rm corr}-E_{\rm LZ}$ equals $q(1-1/\varepsilon)\bar V$. Here $\bar V=\pi q/(6\varepsilon L)$ is the average potential obtained when neutral cubic cells are summed, each with its potential vanishing at infinity.

Parts (i) and (ii) explain the prefactor. Parts (iii) and (iv) show that it contains a potential reference and is not the image energy at zero average potential.

## Lemma 1: the third-order term of a compact charge

Let a vacuum charge $\rho_0$ have total charge $q$, no dipole, and a size that stays fixed as $L$ grows. With $Q_0=\int\rho_0r^2\,d^3r$,

$$E_{\rm iso}-E_{\rm per}=\frac{\alpha q^2}{2L}-\frac{2\pi qQ_0}{3L^3}+O(L^{-5}).\tag{4}$$

*Proof.* The background does not interact with a zero-average potential. The energy per cell is therefore half the interaction of $\rho_0$ with its periodic potential, and

$$E_{\rm per}-E_{\rm iso}=\frac12\iint\rho_0(\mathbf r)\rho_0(\mathbf r')\Big[\psi(\mathbf r-\mathbf r')-\frac1{|\mathbf r-\mathbf r'|}\Big]d^3r\,d^3r'.$$

All separations are below $L$, so (1) applies. Its constant gives $-\alpha q^2/(2L)$. Its quadratic term gives

$$\frac{\pi}{3L^3}\iint\rho_0\rho_0'\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')=\frac{\pi}{3L^3}(2qQ_0)=\frac{2\pi qQ_0}{3L^3},$$

because the last product is the squared dipole, which vanishes. The $l=4$ term of (1) scales as $r^4/L^5$. Reversing the sign gives (4). $\square$

For a unit Gaussian with standard deviation $\sigma=0.12L$ along each axis, $Q_0=3\sigma^2$. Equation (4) gives $1.41865-0.09048=1.32817$ in units of $1/L$, and direct summation over reciprocal vectors gives the same value.

In a uniform medium the potential of a given *external* charge is divided by $\varepsilon$, and so are both terms of (4). The moment $Q_0$ must then be that of the external, unscreened defect charge, since the factor $1/\varepsilon$ already contains the response of the host.

## Lemma 2: where the polarization charge goes

The defect and polarization charge in the cell is

$$\rho=\frac q\varepsilon\,\delta(\mathbf r)+\frac{q}{L^3}\Big(1-\frac1\varepsilon\Big).\tag{5}$$

*Proof.* Let $\rho_{\mathbf G}=\int_{\rm cell}\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, and define $\phi_{\mathbf G}$ in the same way. The external point charge has the component $q$ at every $\mathbf G$. For $\mathbf G\ne0$ the dielectric Poisson equation reads $\varepsilon G^2\phi_{\mathbf G}=4\pi q$, while the total charge obeys $G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}$. Dividing the two gives $\rho_{\mathbf G}=q/\varepsilon$.

At $\mathbf G=0$ polarization only moves charge within a periodic cell and adds none, so $\rho_0=q$. A delta function of strength $q/\varepsilon$ supplies $q/\varepsilon$ at every $\mathbf G$. The missing $q-q/\varepsilon$ at $\mathbf G=0$ is a uniform density. $\square$

Subtracting $q\delta(\mathbf r)$ leaves the polarization charge: $-q(1-1/\varepsilon)$ at the defect and the opposite amount spread evenly over the cell. In an isolated defect the compensating charge lies at infinity, but a periodic cell has to keep it. A centred cube of edge $b$ thus encloses the polarization charge

$$-q\Big(1-\frac1\varepsilon\Big)\Big(1-\frac{b^3}{L^3}\Big).\tag{6}$$

## Proof of the theorem

**Part (i).** The delta function in (5) has no second moment. The mean of $r^2$ over the cube is

$$\langle r^2\rangle=\frac3L\int_{-L/2}^{L/2}x^2dx=\frac3L\cdot\frac{L^3}{12}=\frac{L^2}{4}.$$

Multiplying by the spread charge $q(1-1/\varepsilon)$ gives $Q$.

**Part (ii).** Insertion gives

$$\frac{2\pi qQ}{3\varepsilon L^3}=\frac{2\pi q}{3\varepsilon L^3}\cdot\frac{qL^2}{4}\Big(1-\frac1\varepsilon\Big)=\frac{\pi q^2}{6\varepsilon L}\Big(1-\frac1\varepsilon\Big).\tag{7}$$

Two powers of $L$ in $Q$ have cancelled two of the three in the denominator. The ratio to the first-order term is

$$\frac{\pi q^2(1-1/\varepsilon)}{6\varepsilon L}\cdot\frac{2\varepsilon L}{\alpha q^2}=\frac{\pi}{3\alpha}\Big(1-\frac1\varepsilon\Big),$$

with $\pi/(3\alpha)=0.3691$. The term enters with a minus sign, which gives (2).

**Part (iii).** By linearity the periodic potential in the medium is $q\psi/\varepsilon$, and that of the isolated defect is $q/(\varepsilon r)$. By (1), their difference at the defect is $-\alpha q/(\varepsilon L)$. Building up the charge from zero to $q$ in a linear medium costs half the final charge times the final potential. The infinite self-energy is common to both systems and cancels, so

$$E_{\rm per}-E_{\rm iso}=\frac q2\Big(-\frac{\alpha q}{\varepsilon L}\Big)=-\frac{\alpha q^2}{2\varepsilon L}.$$

**Part (iv).** With its background included, one cell holds the neutral charge $\rho_c=(q/\varepsilon)[\delta(\mathbf r)-1/L^3]$. Inversion removes its dipole and octupole, and cubic symmetry its quadrupole. Its potential $v$ therefore falls at least as fast as $r^{-5}$, and the sum over cells converges absolutely. The average of that sum over one cell is the integral of $v$ over all space, divided by $L^3$.

For small $k$ the transform of $\rho_c$ is $-\tfrac12\int\rho_c(\mathbf k\cdot\mathbf r)^2d^3r=-\tfrac{k^2}{6}\int\rho_cr^2d^3r$, where cubic symmetry replaces $(\mathbf k\cdot\mathbf r)^2$ by $k^2r^2/3$. Multiplying by $4\pi/k^2$ gives the transform of $v$ at $k\to0$:

$$\int v\,d^3r=-\frac{2\pi}{3}\int\rho_cr^2d^3r=-\frac{2\pi}{3}\Big(-\frac q\varepsilon\frac{L^2}{4}\Big)=\frac{\pi qL^2}{6\varepsilon}.$$

Hence $\bar V=\pi q/(6\varepsilon L)$, and $q(1-1/\varepsilon)\bar V$ is expression (7), which is $E_{\rm corr}-E_{\rm LZ}$. $\blacksquare$

An explicit sum of neutral cubes gives $0.52358\,q/(\varepsilon L)$ for this offset, against $\pi/6=0.52360$.

## Remark 1: why the insertion is not allowed

Lemma 1 assumes a charge whose size stays fixed. The cloud in (5) grows with the cell, which breaks the proof in two places. Opposite corners of the cube are farther apart than $L$, so (1) does not cover all separations. The ordering is lost as well: with $r\propto L$, a term $r^4/L^5$ is also of order $1/L$, and nothing justifies stopping at the third order.

The uniform part of the charge cannot change the periodic energy in any case, because it interacts with a potential of zero average. The moment $Q$ also depends on where the cell is cut. If the integration window is moved by $L/4$ along one axis, with $r$ still measured from the defect, the mean of $r^2$ becomes $L^2/4+L^2/16=0.3125L^2$. The coefficient then rises from 0.369 to 0.461, although the periodic density has not changed.

With a permittivity independent of wavevector, the genuine third-order term uses the moment $Q_0$ of the unscreened defect charge. It equals $-2\pi qQ_0/(3\varepsilon L^3)$ and falls as $L^{-3}$. A real host adds a term of the same order. If $1/\varepsilon(k)=1/\varepsilon+bk^2$ at small $k$, the extra interaction $4\pi b$ is short-ranged, and in the supercell only its average $4\pi bq/L^3$ is removed from the potential. The correction then gains $2\pi bq^2/L^3$, even for a point charge.

## Remark 2: limits and other cells

For $\varepsilon\to1$ there is no polarization cloud and (2) agrees with (3). For large $\varepsilon$ the bracket in (2) tends to $1-0.369=0.631$, while both corrections vanish as $1/\varepsilon$.

For bcc and fcc supercells let $L$ be the cube root of the volume, and integrate over the Wigner–Seitz cell. The third-order term is then $2\pi q^2(1-1/\varepsilon)\langle r^2\rangle/(3\varepsilon L^3)$. Dividing by $\alpha q^2/(2\varepsilon L)$ gives the coefficient $4\pi\langle r^2\rangle/(3\alpha L^2)$ in place of $\pi/(3\alpha)$. Numerical integration yields 0.342 for bcc and 0.343 for fcc. These cells are rounder than the cube, so their mean $r^2$ is smaller at equal volume ($0.236L^2$ against $0.250L^2$), and their lattice constant is larger (2.888 against 2.837). Both changes lower the coefficient.

## Proposition: the alignment that restores the energy

Band edges are referred to the potential of the perfect host. One alignment compares the potential far from the defect with the host potential. If the far region has mean potential $\bar\phi$, an electron there is shifted by $-\bar\phi$, and the formation energy of charge state $q$ receives $-q\bar\phi$.

Take the far region as everything outside a centred sphere of radius $sL$, with $s\le\frac12$. Then

$$-q\bar\phi=\frac{q^2}{\varepsilon L}v(s),\qquad v(s)=\frac{2\pi s^2-\frac{4\pi\alpha}{3}s^3+\frac{8\pi^2}{15}s^5}{1-\frac{4\pi}{3}s^3}.\tag{8}$$

*Proof.* The terms with $l\ge4$ in (1) average to zero over a sphere. With $R=sL$, the other three integrate to

$$\int_{r<R}\psi\,d^3r=2\pi R^2-\frac{\alpha}{L}\frac{4\pi R^3}{3}+\frac{2\pi}{3L^3}\frac{4\pi R^5}{5}.$$

This is $L^2$ times the numerator of (8). Since $\psi$ integrates to zero over the cell, the outside integral is the negative of this. Dividing by the outside volume $L^3(1-4\pi s^3/3)$ and multiplying by $q/\varepsilon$ gives $\bar\phi=-qv/(\varepsilon L)$. $\square$

Adding this alignment to (2) reproduces (3) when

$$v(s)=\frac\pi6\Big(1-\frac1\varepsilon\Big).$$

At $s=\frac12$, the inscribed sphere, the numerator is $1.5708-1.4856+0.1645=0.2497$ and the denominator is $1-\pi/6=0.4764$. Thus $v=0.5241$, while $\pi/6=0.5236$. I know of no symmetry that makes these numbers agree, and I treat the agreement as a coincidence. Its consequence is that the reduced correction plus this alignment exceeds the full correction by a fraction close to $0.369/\varepsilon$: about 3% at $\varepsilon=12$ and 9% at $\varepsilon=4$.

Other regions behave differently. Averaging over the whole cell gives zero. Excluding a sphere of *fixed* radius $R$ gives, to leading order, $2\pi q^2R^2/(\varepsilon L^3)$, which cannot repair an error of order $1/L$. The far corner alone gives 0.802 in place of 0.524 and overshoots.

If the full correction (3) is used, adding the plain alignment (8) would count the image potential twice. The quantity to align is then the supercell potential minus the periodic model potential $q\psi/\varepsilon$. In the present model this difference is zero.

## A microscopic check

The cloud and the full correction can be examined without assuming a dielectric continuum. Place polarizable point dipoles on a simple cubic lattice of spacing 1 bohr, and a unit charge at an interstitial centre. Each dipole responds to the field of the charge and of all the other dipoles in the periodic cell. The polarizability is $\frac{3}{4\pi}(\varepsilon-1)/(\varepsilon+2)$ in units of the cubed spacing, the Clausius–Mossotti value for the chosen $\varepsilon$.

The energies for $L=8$, 12 and 16 bohr determine the three unknowns in $E_\infty-c/L+d/L^3$. The ratio of $c$ to the full value $\alpha/(2\varepsilon)$ is 0.9996 for $\varepsilon=2$ and 1.009 for $\varepsilon=5$. The reduced law (2) would require 0.815 and 0.705. The energies therefore support (3). The source of the remaining 0.9% at $\varepsilon=5$ was not examined.

The same solutions show the cloud. For $\varepsilon=5$ and $L=16$ bohr, a centred cube of edge 11 bohr encloses a polarization charge of $-0.541$, and (6) gives $-0.540$. To find the second moment, integrate by parts with polarization $\mathbf P$:

$$\int r^2(-\nabla\cdot\mathbf P)\,d^3r=2\int\mathbf r\cdot\mathbf P\,d^3r.$$

The surface term vanishes because mirror symmetry makes the normal component of $\mathbf P$ zero on the faces. Twice the sum of $\mathbf r\cdot\mathbf p$ over the dipoles $\mathbf p$ grows between $L=12$ and 16 bohr with slope 0.2000 in $L^2$, as $(1-1/\varepsilon)/4$ requires. One and the same calculation thus contains a moment growing as $L^2$ and an energy that follows the unreduced law.

The alignment is more sensitive to discreteness. For $\varepsilon=5$, the mean potential at sites outside the inscribed sphere exceeds the continuum mean over the same sites, in magnitude, by 24%, 10% and 6% at the three sizes. Extrapolation of the last two in $1/L^2$ leads back to $-0.524\,q/(\varepsilon L)$. Equation (8) is therefore a large-cell result, and a cell only a few atomic spacings wide can depart from it noticeably.

## Example: an oxygen vacancy in amorphous In-Ga-Zn oxide

Take a vacancy of charge $+2e$ in a cubic cell with $L=1.2$ nm. The permittivity is set to 12 when the ions relax and to 4 when they are held fixed. These are rough typical values for this class of oxide. With $e^2/(4\pi\epsilon_0)=1.440$ eV nm, where $\epsilon_0$ is the vacuum permittivity, the relaxed-ion correction is

$$E_{\rm corr}=\frac{2.8373\times4\times1.440}{2\times12\times1.2}\ \text{eV}=0.567\ \text{eV}.$$

The nominal third-order term is $0.567\times0.3691\times\frac{11}{12}=0.192$ eV. The reduced correction is therefore 0.375 eV, or 66% of the full one.

The unit of alignment energy is $4\times1.440/(12\times1.2)=0.400$ eV. The three sampling regions give:

| Region | Alignment (eV) | Reduced + alignment (eV) |
|---|---:|---:|
| whole cell | 0 | 0.375 |
| outside inscribed sphere | 0.210 | 0.585 |
| far corner | 0.321 | 0.696 |

The target is 0.567 eV. In the continuum model the same reduced formula thus ends 0.19 eV too low, 0.02 eV too high or 0.13 eV too high, depending on where the potential is sampled.

The choice also moves the transition level. The $2+$ and neutral states have equal formation energies at the Fermi level $(E_0-E_{2+})/2$, where $E_0$ and $E_{2+}$ are their formation energies with the Fermi level at its zero. Omitting 0.192 eV from $E_{2+}$ raises this level by 0.096 eV.

A larger cell reduces the discrepancy slowly. At fixed $\varepsilon=12$ it is 0.144 eV for $L=1.6$ nm and still 0.096 eV for 2.4 nm. This suggests a practical diagnosis: in cells large enough for terms in $L^{-3}$ to be negligible, energies corrected by (2) without a compensating alignment have a slope of $-\pi q^2(1-1/\varepsilon)/(6\varepsilon)$ against $1/L$. Between smaller cells the apparent slope can differ noticeably from this value.

If the charge is created from the neutral defect with the ions held at their neutral-state positions, $\varepsilon=4$ applies. The full and reduced corrections at 1.2 nm are then 1.70 and 1.23 eV, and the choice matters by 0.47 eV.

**Comparison with a real film.** An actual vacancy is not a point, and an amorphous cell is neither homogeneous nor cubic. A Gaussian defect charge with $\sigma=0.10$ nm lowers the full correction by 0.017 eV at constant permittivity. The wavevector dependence of the permittivity can matter as much: an illustrative $b=0.002$ nm$^2$ in the term $2\pi bq^2/L^3$ of Remark 1 raises the correction by about 0.04 eV. The value of $b$ for this oxide is not estimated here. Changing the permittivity along the three cube edges by $+10$, 0 and $-10$% changes it by less than 0.001 eV, whereas raising all three by 10% lowers it by 0.052 eV. An uncertain average permittivity therefore matters more here than moderate anisotropy.

Linear response is doubtful close to the defect. The field of the isolated model defect is 60 MV/cm at 0.20 nm, and the periodic field is still about 25 MV/cm at 0.30 nm along an axis. The resulting energy error is not estimated here; it would cancel between the supercell and the isolated defect to the extent that the strong-field region is the same in both.

Real films may also contain free carriers. At $10^{17}$ cm$^{-3}$, 300 K and an effective mass of 0.35 electron masses, the density is far below the effective band density of $5\times10^{18}$ cm$^{-3}$, so the carriers are nondegenerate. The Debye length $\lambda$ is 13 nm. The screened potential $qe^{-r/\lambda}/(\varepsilon r)$ differs from the unscreened one by $-q/(\varepsilon\lambda)$ at the defect, which lowers the energy by $q^2/(2\varepsilon\lambda)$, about 0.02 eV. This is only an order of magnitude. A sphere of radius $\lambda$ holds about one carrier, too few for a smooth screening cloud. Linear screening also fails, because the potential energy of a carrier exceeds the thermal energy out to about 9 nm. The hydrogenic level of a $2+$ centre lies $13.6\times0.35\times4/12^2=0.13$ eV below the band edge, about five times the thermal energy, so at this density most such centres would bind an electron. The shift belongs to the doped film and is not part of the image correction for an isolated defect in an insulator.

The numerical output below lists the main values to more digits.

## Numbers as computed

```
CELL SHAPE (L = cube root of volume; dimensionless)
sc: alpha=2.83730, <r2>/L2=0.2498, coeff=0.3688
bcc: alpha=2.88846, <r2>/L2=0.2356, coeff=0.3417
fcc: alpha=2.88828, <r2>/L2=0.2364, coeff=0.3428
cubic coefficient pi/(3 alpha) = 0.36908
window moved L/4: <r2>/L2=0.3125, coeff=0.4613
COMPACT GAUSSIAN, q=1, L=1 (hartree)
sigma=0.12 bohr: direct=1.328171, formula=1.328171
POTENTIALS (units q/(eps L))
neutral-cell average: sum=0.52358, pi/6=0.52360
outside inscribed sphere: grid=-0.5242, formula=-0.52410
far corner = -0.80194
DIPOLE LATTICE, q=1, spacing=1 bohr, L=8,12,16 bohr
eps=2: fitted 1/L energy / full formula = 0.99958
  moment slope: found=0.12500, formula=0.12500
  L*nominal third term (hartree bohr): 0.13126, 0.13106, 0.13099
  charge in cube edge 11 bohr: -0.3373, formula -0.3375 e
  charge in cube edge 15 bohr: -0.0880, formula -0.0880 e
  far site mean / continuum mean: 1.0501, 1.0222, 1.0125
  large-cell mean outside sphere = -0.5242 q/(eps L)
eps=5: fitted 1/L energy / full formula = 1.00865
  moment slope: found=0.20000, formula=0.20000
  L*nominal third term (hartree bohr): 0.08376, 0.08377, 0.08377
  charge in cube edge 11 bohr: -0.5407, formula -0.5400 e
  charge in cube edge 15 bohr: -0.1408, formula -0.1408 e
  far site mean / continuum mean: 1.2387, 1.1044, 1.0588
  large-cell mean outside sphere = -0.5242 q/(eps L)
AMORPHOUS In-Ga-Zn OXIDE, ROUGH PARAMETERS
q=+2 e, eps=12, fixed-ion eps=4, L=1.2 nm
Coulomb constant = 1.43996 eV nm
full=0.5674, third=0.1920, reduced=0.3755 eV
reduced/full = 0.6617
align whole cell: 0.0000 eV, reduced+align=0.3755 eV
align outside sphere: 0.2096 eV, reduced+align=0.5851 eV
align far corner: 0.3208 eV, reduced+align=0.6962 eV
L=1.0 nm: full=0.6809, third=0.2304, reduced=0.4506 eV
L=1.6 nm: full=0.4256, third=0.1440, reduced=0.2816 eV
L=2.4 nm: full=0.2837, third=0.0960, reduced=0.1877 eV
fixed ions, L=1.2 nm: full=1.7023, third=0.4712, reduced=1.2311 eV
NEGLECTED EFFECTS
Gaussian sigma 0.10 nm: lowers correction by 0.0175 eV
eps axes +10%,0,-10%: correction changes +0.0004 eV
eps larger by 10%: correction falls by 0.0516 eV
field at 0.20 nm = 60.0 MV/cm
field at L/4 = 0.30 nm: 24.6 MV/cm
carriers=1.0e+17 cm^-3, T=300 K, m*/m=0.35
band density=5.20e+18 cm^-3, Debye length=13.09 nm
free-carrier screening energy = 0.0183 eV
```
